# Capacitance of a Round Wire above a Ground Plane: verification in Python

```python
"""Capacitance per length of a round wire above a grounded plane.

Result under test: C' = 2 pi eps / acosh(h/a)
  a    wire radius             h    height of wire axis above ground
  eps  permittivity            d    sqrt(h^2 - a^2), image-charge depth
  lam  charge per length       V    wire potential relative to ground
  theta  angle on the wire, measured from its top
The independent check is a boundary-element solution with unknown charge
on both conductors and the free-space potential only (no image charge).
"""
import numpy as np
from scipy.constants import epsilon_0
from scipy.integrate import quad


def capacitance(h, a, eps):
    return 2 * np.pi * eps / np.arccosh(h / a)


def image_potential(x, y, depth, lam, eps):
    far = x**2 + (y + depth)**2
    near = x**2 + (y - depth)**2
    return lam / (4 * np.pi * eps) * np.log(far / near)


def wire_density(theta, h, a, lam):
    d = np.sqrt(h**2 - a**2)
    return lam * d / (2 * np.pi * a * (h + a * np.cos(theta)))


def ground_density(x, h, a, lam):
    d = np.sqrt(h**2 - a**2)
    return -lam * d / (np.pi * (x**2 + d**2))


def log_integrals(points, starts, ends):
    """Integral of ln(distance) over each straight panel, for each point."""
    along = ends - starts
    length = np.linalg.norm(along, axis=1)
    unit = along / length[:, None]
    rel = points[:, None, :] - starts[None, :, :]
    u = rel[..., 0] * unit[:, 0] + rel[..., 1] * unit[:, 1]
    v = np.abs(rel[..., 0] * unit[:, 1] - rel[..., 1] * unit[:, 0])

    def primitive(s):
        return 0.5 * s * np.log(s**2 + v**2) - s + v * np.arctan2(s, v)

    return primitive(u) - primitive(u - length)


def boundary_elements(h, a, n_wire=320, n_ground=400):
    """Solve for unit charge per length on the wire, with eps = 1."""
    theta = np.linspace(0, 2 * np.pi, n_wire + 1)
    wire = np.column_stack((a * np.sin(theta), h + a * np.cos(theta)))
    t_max = np.arcsinh(300.0)
    xg = h * np.sinh(np.linspace(-t_max, t_max, n_ground + 1))
    ground = np.column_stack((xg, np.zeros_like(xg)))
    starts = np.vstack((wire[:-1], ground[:-1]))
    ends = np.vstack((wire[1:], ground[1:]))
    mid = 0.5 * (starts + ends)
    length = np.linalg.norm(ends - starts, axis=1)
    n = n_wire + n_ground
    matrix = np.zeros((n + 2, n + 2))
    matrix[:n, :n] = -log_integrals(mid, starts, ends) / (2 * np.pi)
    matrix[:n_wire, n] = -1.0
    matrix[n_wire:n, n + 1] = -1.0
    matrix[n, :n_wire] = length[:n_wire]
    matrix[n + 1, n_wire:n] = length[n_wire:]
    rhs = np.zeros(n + 2)
    rhs[n], rhs[n + 1] = 1.0, -1.0
    sol = np.linalg.solve(matrix, rhs)
    return {"sigma": sol[:n], "v_wire": sol[n], "v_ground": sol[n + 1],
            "starts": starts, "ends": ends, "mid": mid, "length": length,
            "theta": 0.5 * (theta[1:] + theta[:-1]), "n_wire": n_wire}


# Model parameters in SI units
a, h = 50e-9, 150e-9
eps_r, eps_r_high = 2.5, 4.0
voltage, line_length = 0.8, 100e-6
eps = eps_r * epsilon_0
d = np.sqrt(h**2 - a**2)
c_line = capacitance(h, a, eps)
lam = c_line * voltage

# Line-charge field from Coulomb's law (dimensionless, lam = eps = 1)
for r in (0.5, 2.0):
    coulomb = quad(lambda z: r / (4 * np.pi * (r*r + z*z)**1.5),
                   -np.inf, np.inf)[0]
    assert abs(coulomb * 2 * np.pi * r - 1) < 1e-7

# The wire surface is an equipotential for depth d, but not for depth h
angles = np.linspace(0, 2 * np.pi, 181)
xs, ys = a * np.sin(angles), h + a * np.cos(angles)
surface = image_potential(xs, ys, d, lam, eps)
assert np.ptp(surface) < 1e-10 * voltage
assert abs(surface.mean() / voltage - 1) < 1e-10
axis_guess = image_potential(xs, ys, h, lam, eps)
assert np.ptp(axis_guess) > 0.05 * voltage

# Voltage from integrating the superposed fields across the gap
work = quad(lambda s: 1 / (d / a - s) + 1 / (d / a + s), 0, (h - a) / a)[0]
assert abs(lam * work / (2 * np.pi * eps) / voltage - 1) < 1e-9

# Capacitance from the image-free boundary-element solution.
# Tolerance 0.2 percent: polygonal wire, constant panels, finite ground.
bem_rows = []
for ratio in (1.2, 3.0, 10.0):
    bem = boundary_elements(ratio, 1.0)
    numeric = 1 / (bem["v_wire"] - bem["v_ground"])
    formula = capacitance(ratio, 1.0, 1.0)
    assert abs(numeric / formula - 1) < 2e-3
    bem_rows.append((ratio, numeric, formula))
    if ratio == 3.0:
        sample = bem

# Potential in the dielectric and charge densities, for h/a = 3
ha, da = 3.0, np.sqrt(8.0)
points = np.array([[2.0, 1.5], [0.0, 5.0], [-9.0, 6.0], [0.0, 1.0]])
phi = -log_integrals(points, sample["starts"], sample["ends"])
phi = phi @ sample["sigma"] / (2 * np.pi) - sample["v_ground"]
phi_image = image_potential(points[:, 0], points[:, 1], da, 1.0, 1.0)
v_scale = sample["v_wire"] - sample["v_ground"]
assert np.max(np.abs(phi - phi_image)) < 2e-3 * v_scale
nw = sample["n_wire"]
sig_w = sample["sigma"][:nw]
ref_w = wire_density(sample["theta"], ha, 1.0, 1.0)
assert np.max(np.abs(sig_w / ref_w - 1)) < 0.01
xg = sample["mid"][nw:, 0]
close = np.abs(xg) < 5 * ha
ref_g = ground_density(xg[close], ha, 1.0, 1.0)
assert np.max(np.abs(sample["sigma"][nw:][close] / ref_g - 1)) < 0.02
upper = np.cos(sample["theta"]) > 0
upper_bem = np.sum((sig_w * sample["length"][:nw])[upper])
upper_share = 2 / np.pi * np.arctan(np.sqrt((h - a) / (h + a)))
assert abs(upper_bem - upper_share) < 2e-3

# Limits: both approximations approach the result from below
def thin_wire(u):
    return 2 * np.pi / np.log(2 * u)


def small_gap(u):
    return np.pi * np.sqrt(2 / (u - 1))


for u in np.geomspace(1.001, 100, 60):
    assert thin_wire(u) < capacitance(u, 1.0, 1.0)
    assert small_gap(u) < capacitance(u, 1.0, 1.0)
assert abs(thin_wire(100.0) / capacitance(100.0, 1.0, 1.0) - 1) < 1e-4
assert abs(small_gap(1.001) / capacitance(1.001, 1.0, 1.0) - 1) < 1e-3
strips = quad(lambda x: 1 / (0.1 + x * x / 2), -np.inf, np.inf)[0]
assert abs(strips / small_gap(1.1) - 1) < 1e-7

# Numbers for the worked example
field_bottom = wire_density(np.pi, h, a, lam) / eps
field_top = wire_density(0.0, h, a, lam) / eps
field_ground = -ground_density(0.0, h, a, lam) / eps
c_high = capacitance(h, a, eps_r_high * epsilon_0)
c_raised = capacitance(2 * h, a, eps)
print(f"vacuum permittivity: {epsilon_0 * 1e12:.4f} pF/m")
print(f"wire radius a: {a * 1e9:.0f} nm")
print(f"axis height h: {h * 1e9:.0f} nm")
print(f"relative permittivity: {eps_r:.1f}")
print(f"permittivity eps: {eps * 1e12:.3f} pF/m")
print(f"wire voltage: {voltage:.1f} V")
print(f"line length: {line_length * 1e6:.0f} um")
print(f"image depth d: {d * 1e9:.2f} nm")
print(f"image charge offset from axis, h - d: {(h - d) * 1e9:.2f} nm")
print(f"(h + d)/a: {(h + d) / a:.4f}")
print(f"acosh(h/a): {np.arccosh(h / a):.4f}")
print(f"capacitance per length: {c_line * 1e12:.2f} pF/m")
print(f"same, converted: {c_line * 1e9:.4f} fF/um")
print(f"capacitance of the line: {c_line * line_length * 1e15:.3f} fF")
print(f"charge per length: {lam * 1e12:.2f} pC/m")
print(f"charge on the line: {lam * line_length * 1e15:.3f} fC")
print(f"field at wire bottom: {field_bottom / 1e6:.2f} MV/m")
print(f"field at wire top: {field_top / 1e6:.2f} MV/m")
print(f"field at ground below wire: {field_ground / 1e6:.2f} MV/m")
print(f"charge share, upper half of wire: {upper_share:.4f}")
print(f"same share, boundary elements: {upper_bem:.4f}")
print("charges wrongly at +h and -h, same charge per length:")
print(f"  potential at wire bottom: {axis_guess.min():.4f} V")
print(f"  potential at wire top: {axis_guess.max():.4f} V")
print(f"C' with relative permittivity {eps_r_high:.1f}: "
      f"{c_high * 1e12:.2f} pF/m")
print(f"C' with h = {2 * h * 1e9:.0f} nm, permittivity {eps_r:.1f}: "
      f"{c_raised * 1e12:.2f} pF/m")
print(f"C' ratio on doubling h: {c_raised / c_line:.4f}")
print("C'/eps (no unit): h/a, boundary elements, formula")
for ratio, numeric, formula in bem_rows:
    print(f"  {ratio:5.1f} {numeric:9.4f} {formula:9.4f}")
print("C'/eps (no unit): h/a, formula, thin wire, small gap")
for u in (1.01, 1.1, 1.5, 2.0, 3.0, 5.0, 10.0):
    print(f"  {u:5.2f} {capacitance(u, 1.0, 1.0):9.4f} "
          f"{thin_wire(u):9.4f} {small_gap(u):9.4f}")
print("finished without a failed check")
```

Running it gives:

```
vacuum permittivity: 8.8542 pF/m
wire radius a: 50 nm
axis height h: 150 nm
relative permittivity: 2.5
permittivity eps: 22.135 pF/m
wire voltage: 0.8 V
line length: 100 um
image depth d: 141.42 nm
image charge offset from axis, h - d: 8.58 nm
(h + d)/a: 5.8284
acosh(h/a): 1.7627
capacitance per length: 78.90 pF/m
same, converted: 0.0789 fF/um
capacitance of the line: 7.890 fF
charge per length: 63.12 pC/m
charge on the line: 6.312 fC
field at wire bottom: 12.84 MV/m
field at wire top: 6.42 MV/m
field at ground below wire: 6.42 MV/m
charge share, upper half of wire: 0.3918
same share, boundary elements: 0.3918
charges wrongly at +h and -h, same charge per length:
  potential at wire bottom: 0.7304 V
  potential at wire top: 0.8831 V
C' with relative permittivity 4.0: 126.24 pF/m
C' with h = 300 nm, permittivity 2.5: 56.13 pF/m
C' ratio on doubling h: 0.7114
C'/eps (no unit): h/a, boundary elements, formula
    1.2   10.0945   10.0957
    3.0    3.5643    3.5644
   10.0    2.0991    2.0991
C'/eps (no unit): h/a, formula, thin wire, small gap
   1.01   44.4658    8.9364   44.4288
   1.10   14.1651    7.9690   14.0496
   1.50    6.5285    5.7192    6.2832
   2.00    4.7710    4.5324    4.4429
   3.00    3.5644    3.5067    3.1416
   5.00    2.7408    2.7288    2.2214
  10.00    2.0991    2.0974    1.4810
finished without a failed check
```
